# Why neutrons scatter only from magnetization perpendicular to Q: a program that tests the result

```python
"""
Magnetic scattering of neutrons by electrons.
Result under test: the magnetic scattering-length operator is
    b(Q) = p * sigma . M_perp(Q) / mu_B,
    M_perp = M - Qhat (Qhat . M),
    p = gamma mu_N mu_B mu_0 m_n / (2 pi hbar^2) = (gamma r_0/2)(m_n/m_p).
sigma: Pauli matrices of the neutron; gamma: |neutron moment| / mu_N;
r_0: classical electron radius; Q = k - k' (initial minus final wavevector);
M(Q): integral of exp(iQ.r) M(r), spin plus orbital magnetization.
The orbital part enters through exp(iQ.r) (i/(hbar Q)) p x Qhat.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import spherical_jn
from pyscf import gto, scf, dft


def polar_grid(r_low, r_high, n_r, n_u, n_phi):
    """Points and volume weights of a product rule in spherical coordinates."""
    x, wx = np.polynomial.legendre.leggauss(n_r)
    r = 0.5 * (r_high - r_low) * x + 0.5 * (r_high + r_low)
    wr = 0.5 * (r_high - r_low) * wx * r**2
    u, wu = np.polynomial.legendre.leggauss(n_u)
    phi = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
    R, U, P = np.meshgrid(r, u, phi, indexing="ij")
    S = np.sqrt(1 - U**2)
    points = np.stack([R * S * np.cos(P), R * S * np.sin(P), R * U], axis=-1)
    weights = wr[:, None, None] * wu[None, :, None] * np.ones(n_phi)
    return points.reshape(-1, 3), weights.ravel() * 2 * np.pi / n_phi


def perpendicular(vector, direction):
    return vector - direction * np.dot(direction, vector)


# ---- Field of a uniformly magnetized sphere, radius 1, total moment m ----
moment = np.array([0.6, 0.0, 0.8])
magnetization = moment / (4 * np.pi / 3)


def sphere_field(points):
    """B/mu_0: uniform inside, point-dipole field outside."""
    r = np.linalg.norm(points, axis=1)[:, None]
    n = points / r
    outside = (3 * n * (n @ moment)[:, None] - moment) / (4 * np.pi * r**3)
    return np.where(r < 1, 2 * magnetization / 3, outside)


# The field itself is checked by Biot-Savart integration of surface current.
u_s, w_s = np.polynomial.legendre.leggauss(80)
phi_s = 2 * np.pi * np.arange(120) / 120
U_s, P_s = np.meshgrid(u_s, phi_s, indexing="ij")
S_s = np.sqrt(1 - U_s**2)
normals = np.stack([S_s * np.cos(P_s), S_s * np.sin(P_s), U_s], -1).reshape(-1, 3)
areas = np.repeat(w_s, 120) * 2 * np.pi / 120
surface_current = np.cross(magnetization, normals)
for place in (np.array([0.3, 0.2, -0.1]), np.array([1.5, 0.8, -1.1])):
    d = place - normals
    kernel = np.cross(surface_current, d) / np.linalg.norm(d, axis=1)[:, None]**3
    biot_savart = areas @ kernel / (4 * np.pi)
    assert np.allclose(biot_savart, sphere_field(place[None])[0], atol=1e-9)

# ---- Fourier transforms by quadrature, with Q = 1 along z ----
# The smooth window equals 1 - (r/L)^4 + ... and makes the tails converge;
# its error is of order 10/L^4.
window_length = 40.0


def window(points):
    x = np.sum(points**2, axis=1) / window_length**2
    return 2 * np.exp(-x) - np.exp(-2 * x)


z_hat = np.array([0.0, 0.0, 1.0])
pts, wts = polar_grid(0, 1, 30, 30, 4)
phase = np.exp(1j * pts[:, 2])
inside_part = (wts * phase) @ sphere_field(pts)
sphere_factor = ((wts * phase).sum() / (4 * np.pi / 3)).real

pts, wts = polar_grid(1, 200, 400, 160, 4)
outside_part = (wts * np.exp(1j * pts[:, 2]) * window(pts)) @ sphere_field(pts)
total_field = inside_part + outside_part
assert np.allclose(total_field, sphere_factor * perpendicular(moment, z_hat),
                   atol=3e-5)

pts, wts = polar_grid(0, 200, 400, 160, 4)
r3 = np.linalg.norm(pts, axis=1)**3
coulomb_transform = (wts * np.exp(1j * pts[:, 2]) * window(pts) / r3) @ pts
assert np.allclose(coulomb_transform, 4j * np.pi * z_hat, atol=2e-4)
del pts, wts, r3

# ---- Orbital operator in the hydrogen 2p state with m = +1 (atomic units) ----
q_hat = np.array([1.0, 2.0, 2.0]) / 3
q_size = 0.7
pts, wts = polar_grid(0, 45, 90, 40, 48)


def psi_2p(points):
    r = np.linalg.norm(points, axis=1)
    return (points[:, 0] + 1j * points[:, 1]) * np.exp(-r / 2) / np.sqrt(64 * np.pi)


def wave(points):
    return np.exp(1j * q_size * (points @ q_hat))


def momentum_on(function, points, h=1e-3):
    """-i grad of the function by central differences."""
    columns = [(function(points + h * e) - function(points - h * e)) / (2 * h)
               for e in np.eye(3)]
    return -1j * np.stack(columns, axis=-1)


psi = psi_2p(pts)
wave_left = (wts * psi.conj() * wave(pts)) @ np.cross(momentum_on(psi_2p, pts), q_hat)
wave_right = (wts * psi.conj()) @ np.cross(
    momentum_on(lambda x: wave(x) * psi_2p(x), pts), q_hat)
orbital = 1j / q_size * wave_left
orbital_other_order = 1j / q_size * wave_right
orbital_formula = 0.5 * perpendicular(z_hat, q_hat) / (1 + q_size**2)**3
qr = q_size * np.linalg.norm(pts, axis=1)
bessel_mean = np.sum(wts * abs(psi)**2 * (spherical_jn(0, qr) + spherical_jn(2, qr)))
assert np.allclose(orbital, orbital_formula, atol=2e-6)
assert np.allclose(orbital_other_order, orbital, atol=2e-6)
assert abs(bessel_mean - (1 + q_size**2)**-3) < 1e-8

# ---- Scattering length per Bohr magneton ----
pc = const.physical_constants
mu_neutron = pc["neutron mag. mom."][0]
mu_N = pc["nuclear magneton"][0]
mu_B = pc["Bohr magneton"][0]
r_0 = pc["classical electron radius"][0]
g_electron = abs(pc["electron g factor"][0])
bohr_angstrom = pc["Bohr radius"][0] * 1e10
gamma = abs(mu_neutron) / mu_N
born_factor = const.m_n / (2 * np.pi * const.hbar**2)
p_direct = -born_factor * mu_neutron * const.mu_0 * mu_B * 1e15
p_usual = gamma * r_0 / 2 * 1e15
assert abs(p_direct / (p_usual * const.m_n / const.m_p) - 1) < 1e-8
assert abs(p_usual - 2.695) < 5e-4

# Size of the dropped term e^2 A^2/(2 m_e), neutron distance cut off at the
# reduced Compton wavelength; (sigma x R)^2 = 2 R^2 for spin one half.
compton = const.hbar / (const.m_e * const.c)
quadratic_length = (born_factor * const.e**2 / (2 * const.m_e)
                    * (const.mu_0 / (4 * np.pi))**2
                    * 8 * np.pi * mu_neutron**2 / compton * 1e15)
assert quadratic_length < 1e-4 * p_direct

# ---- Born normalization against the solved zero-energy radial equation ----
# Gaussian barrier of width 0.5 angstrom, whose Born length equals that of
# five Bohr magnetons. Unit of length: the width; hbar^2/(2m) = 1.
width_fm = 0.5e5
barrier = 5 * p_direct / width_fm / np.sqrt(np.pi / 2)
born_length = quad(lambda r: 4 * np.pi * r**2 * barrier * np.exp(-r**2 / 2),
                   0, 12)[0] / (4 * np.pi)
solution = solve_ivp(lambda r, y: [y[1], barrier * np.exp(-r**2 / 2) * y[0]],
                     (0, 12), [0.0, 1.0], method="DOP853", rtol=1e-12, atol=1e-14)
solved_length = 12 - solution.y[0, -1] / solution.y[1, -1]
born_error = abs(born_length / solved_length - 1)
assert born_error < born_length  # the error is of order length / width

# ---- Unpolarized cross section: explicit sum over neutron spin channels ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def cross_section(m_perp):
    """barn/sr, for m_perp in Bohr magnetons; 100 fm^2 = 1 barn."""
    amplitudes = p_direct * np.einsum("a,aij->ij", m_perp, pauli)
    return 0.5 * np.sum(abs(amplitudes)**2) / 100


trial = perpendicular(np.array([0.3 + 0.4j, -1.1, 0.7j]), q_hat)
assert np.isclose(cross_section(trial), p_direct**2 * np.vdot(trial, trial).real / 100)

# ---- Free Mn2+ ion, unrestricted Hartree-Fock ----
# Orbitals of the closed-shell Mn7+ ion give a spherical 3d5 starting density.
core = gto.M(atom="Mn 0 0 0", charge=7, spin=0, basis="def2-tzvp", verbose=0)
core_scf = scf.RHF(core).run()
ion = gto.M(atom="Mn 0 0 0", charge=2, spin=5, basis="def2-tzvp", verbose=0)
C = core_scf.mo_coeff
start = np.array([C[:, :14] @ C[:, :14].T, C[:, :9] @ C[:, :9].T])
ion_scf = scf.UHF(ion)
ion_scf.conv_tol = 1e-10
ion_scf.kernel(dm0=start)
assert core_scf.converged and ion_scf.converged
spin_squared = ion_scf.spin_square()[0]
assert abs(spin_squared - 8.75) < 0.02

grid = dft.gen_grid.Grids(ion)
grid.level = 4
grid.prune = None
grid.build()
ao = dft.numint.eval_ao(ion, grid.coords)
dm = ion_scf.make_rdm1()
spin_density = np.einsum("gi,gi->g", ao @ (dm[0] - dm[1]), ao)
unpaired = np.sum(grid.weights * spin_density)
assert abs(unpaired - 5) < 1e-4


def form_factor(q_inverse_angstrom, direction):
    phases = np.exp(1j * q_inverse_angstrom * bohr_angstrom
                    * (grid.coords @ direction))
    return np.sum(grid.weights * spin_density * phases).real / unpaired


radius = np.linalg.norm(grid.coords, axis=1)
q_values = [0.0, 1.0, 2.0, 4.0, 6.0]
factors = []
for q in q_values:
    f = form_factor(q, z_hat)
    spherical = np.sum(grid.weights * spin_density
                       * spherical_jn(0, q * bohr_angstrom * radius)) / unpaired
    assert abs(f - form_factor(q, q_hat)) < 1e-4 and abs(f - spherical) < 1e-4
    factors.append(f)
ion_moment = g_electron * 2.5

# ---- Output ----
print(f"gamma (neutron moment / mu_N): {gamma:.5f}")
print(f"classical electron radius r_0: {r_0 * 1e15:.5f} fm")
print(f"mass ratio m_n/m_p: {const.m_n / const.m_p:.6f}")
print(f"gamma r_0/2 (usual value): {p_usual:.4f} fm per mu_B")
print(f"p with actual neutron mass: {p_direct:.4f} fm per mu_B")
print(f"electron g factor: {g_electron:.5f}")
print(f"A^2 term, cut at Compton length: {quadratic_length:.1e} fm")
print("Sphere with Q*radius = 1, shares of B(Q)/(mu_0 M(Q)):")
scale = sphere_factor * moment
print(f"  along Q, inside: {inside_part[2].real / scale[2]:.4f}")
print(f"  along Q, outside: {outside_part[2].real / scale[2]:.4f}")
print(f"  along Q, magnitude of sum: {abs(total_field[2]) / scale[2]:.4f}")
print(f"  across Q, inside: {inside_part[0].real / scale[0]:.4f}")
print(f"  across Q, outside: {outside_part[0].real / scale[0]:.4f}")
print(f"  across Q, sum: {total_field[0].real / scale[0]:.4f}")
print(f"Hydrogen 2p, m=+1, Q = {q_size} / Bohr radius, Qhat = (1,2,2)/3:")
print("  orbital operator, quadrature (x,y,z):",
      " ".join(f"{v:.5f}" for v in orbital.real))
print("  closed formula (x,y,z):",
      " ".join(f"{v:.5f}" for v in orbital_formula))
print(f"Barrier width for Born test: {width_fm / 1e5:.1f} angstrom")
print(f"Born length of barrier: {born_length * width_fm:.3f} fm")
print(f"relative error of Born length: {born_error:.1e}")
print("Mn2+, UHF/def2-TZVP:")
print(f"  energy: {ion_scf.e_tot:.4f} hartree")
print(f"  <S^2>: {spin_squared:.4f}")
print(f"  spin moment: {ion_moment:.4f} mu_B")
print("Moment at right angles to Q:")
print("  Q (1/angstrom), form factor, b (fm), unpolarized (barn/sr)")
for q, f in zip(q_values, factors):
    m_perp = perpendicular(np.array([ion_moment * f, 0.0, 0.0]), z_hat)
    print(f"  {q:.1f}  {f:.4f}  {p_direct * m_perp[0]:.3f}  "
          f"{cross_section(m_perp):.4f}")
print("Q = 2.0 /angstrom, moment turned relative to Q:")
print("  angle (degrees), M_perp (mu_B), unpolarized (barn/sr)")
for angle in (0, 30, 60, 90):
    a = np.radians(angle)
    m_full = ion_moment * factors[2] * np.array([np.sin(a), 0.0, np.cos(a)])
    m_perp = perpendicular(m_full, z_hat)
    print(f"  {angle}  {np.linalg.norm(m_perp):.4f}  {cross_section(m_perp):.4f}")
print("no test failed")
```

It prints:

```
gamma (neutron moment / mu_N): 1.91304
classical electron radius r_0: 2.81794 fm
mass ratio m_n/m_p: 1.001378
gamma r_0/2 (usual value): 2.6954 fm per mu_B
p with actual neutron mass: 2.6991 fm per mu_B
electron g factor: 2.00232
A^2 term, cut at Compton length: 2.1e-05 fm
Sphere with Q*radius = 1, shares of B(Q)/(mu_0 M(Q)):
  along Q, inside: 0.6667
  along Q, outside: -0.6667
  along Q, magnitude of sum: 0.0000
  across Q, inside: 0.6667
  across Q, outside: 0.3333
  across Q, sum: 1.0000
Hydrogen 2p, m=+1, Q = 0.7 / Bohr radius, Qhat = (1,2,2)/3:
  orbital operator, quadrature (x,y,z): -0.03359 -0.06718 0.08397
  closed formula (x,y,z): -0.03359 -0.06718 0.08397
Barrier width for Born test: 0.5 angstrom
Born length of barrier: 13.496 fm
relative error of Born length: 1.5e-04
Mn2+, UHF/def2-TZVP:
  energy: -1149.0870 hartree
  <S^2>: 8.7506
  spin moment: 5.0058 mu_B
Moment at right angles to Q:
  Q (1/angstrom), form factor, b (fm), unpolarized (barn/sr)
  0.0  1.0000  13.511  1.8256
  1.0  0.9326  12.600  1.5877
  2.0  0.7642  10.325  1.0660
  4.0  0.3832  5.177  0.2681
  6.0  0.1445  1.952  0.0381
Q = 2.0 /angstrom, moment turned relative to Q:
  angle (degrees), M_perp (mu_B), unpolarized (barn/sr)
  0  0.0000  0.0000
  30  1.9126  0.2665
  60  3.3128  0.7995
  90  3.8253  1.0660
no test failed
```
